# Point groups and k-linear spin splitting of a spin-half band at Gamma: a program that tests the result

```python
"""
Result under test: for a Kramers doublet at Gamma that transforms as spin 1/2
(times a real one-dimensional representation), H(k) = sum_ij A_ij k_i sigma_j
is allowed in 18 of the 32 point groups.  Td, C3h, D3h and all groups with
inversion forbid it.  C3v, C4v, C6v force spin perpendicular to k;
T and O force spin parallel or antiparallel to k.
Symbols: k wavevector, sigma Pauli matrices, A real 3x3 tensor,
R point-group matrix acting on polar vectors, U its spin matrix,
M tensor linking physical spin to the Pauli matrices of the doublet.
Quantum-well example: alpha Rashba constant, beta linear Dresselhaus constant,
gamma cubic Dresselhaus constant.
"""
from itertools import permutations
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm, null_space, eigh_tridiagonal
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)
PAULI = np.array([[[1, 0], [0, 1]], [[0, 1], [1, 0]],
                  [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], dtype=complex)
SIGMA = PAULI[1:]


def rotation(axis, fold):
    axis = np.array(axis, dtype=float)
    vector = axis / np.linalg.norm(axis) * 2 * np.pi / fold
    return Rotation.from_rotvec(vector).as_matrix()


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    plus = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)])


def spin_rotation(element, J):
    proper = element * np.sign(np.linalg.det(element))
    vector = Rotation.from_matrix(proper).as_rotvec()
    return expm(-1j * np.tensordot(vector, J, 1))


def linear_invariants(generators, j=0.5, keep=None):
    """All k-linear Hamiltonians obeying the group and time reversal."""
    J = spin_matrices(j)
    keep = list(range(len(J[0]))) if keep is None else keep
    block = np.ix_(keep, keep)
    basis = PAULI if len(keep) == 2 else np.array(
        [np.kron(a, b) for a in PAULI for b in PAULI])
    reversal = expm(-1j * np.pi * J[1])[block]
    actions = [(g, spin_rotation(g, J)[block]) for g in generators]
    columns = []
    for i in range(3):
        for operator in basis:
            residual = []
            for k in np.eye(3):
                residual.append(k[i] * (reversal @ operator.conj()
                                        @ reversal.conj().T + operator))
                for g, U in actions:
                    residual.append(k[i] * U @ operator @ U.conj().T
                                    - (g @ k)[i] * operator)
            flat = np.array(residual).ravel()
            columns.append(np.concatenate([flat.real, flat.imag]))
    kernel = null_space(np.array(columns).T, rcond=1e-9)
    return kernel.T.reshape(kernel.shape[1], 3, len(basis))


def close_group(generators):
    elements = [np.eye(3)]
    for element in elements:
        for g in generators:
            candidate = g @ element
            if not any(np.allclose(candidate, e, atol=1e-8) for e in elements):
                elements.append(candidate)
    return np.array(elements)


def in_span(tensors, matrix):
    matrix = np.array(matrix, dtype=float)
    rest = matrix - sum(np.sum(t * matrix) * t for t in tensors)
    return np.linalg.norm(rest) < 1e-8 * np.linalg.norm(matrix)


# ---------- the 32 point groups ----------
E = np.eye(3)
c2, c2x = rotation([0, 0, 1], 2), rotation([1, 0, 0], 2)
c3, c4, c6 = [rotation([0, 0, 1], n) for n in (3, 4, 6)]
c3d = rotation([1, 1, 1], 3)
proper = {"C1": [E], "C2": [c2], "C3": [c3], "C4": [c4], "C6": [c6],
          "D2": [c2, c2x], "D3": [c3, c2x], "D4": [c4, c2x],
          "D6": [c6, c2x], "T": [c2, c3d], "O": [c4, c3d]}
mixed = {"Cs": [-c2], "C2v": [c2, -c2x], "C3v": [c3, -c2x],
         "C4v": [c4, -c2x], "C6v": [c6, -c2x], "S4": [-c4],
         "D2d": [-c4, c2x], "C3h": [-c6], "D3h": [-c6, c2x],
         "Td": [-c4, c3d]}
central = {name + " with inversion": gens + [-E]
           for name, gens in proper.items()}
groups = {**proper, **mixed, **central}
assert len(groups) == 32

allowed, tangential, radial, basal_radial = set(), set(), set(), set()
tensors_of, elements_of = {}, {}
print("group: order, constants (scalar+vector+traceless), entries k_i sigma_j")
for name, gens in groups.items():
    elements = close_group(gens)
    tensors = linear_invariants(gens)
    assert np.allclose(tensors[:, :, 0], 0)
    tensors = tensors[:, :, 1:]
    tensors_of[name], elements_of[name] = tensors, elements
    det = np.linalg.det(elements)
    trace = np.trace(elements, axis1=1, axis2=2)
    total = np.mean(det * trace**2)
    scalar, vector = np.mean(det), np.mean(trace)
    assert abs(total - len(tensors)) < 1e-8
    if len(tensors):
        anti = (tensors - tensors.transpose(0, 2, 1)).reshape(-1, 9)
        traces = np.trace(tensors, axis1=1, axis2=2).reshape(-1, 1)
        assert np.linalg.matrix_rank(anti, tol=1e-8) == round(vector)
        assert np.linalg.matrix_rank(traces, tol=1e-8) == round(scalar)
        allowed.add(name)
        A = np.tensordot(rng.normal(size=len(tensors)), tensors, 1)
        raw = rng.normal(size=(3, 3))
        M = np.mean([g @ raw @ g.T for g in elements], axis=0)
        dots = []
        for trial in range(12):
            k = rng.normal(size=3)
            if trial >= 6:
                k[2] = 0
            k /= np.linalg.norm(k)
            states = np.linalg.eigh(np.tensordot(k @ A, SIGMA, 1))[1]
            v = states[:, 1]
            spin = M @ np.array([np.vdot(v, s @ v).real for s in SIGMA])
            dots.append(abs(spin @ k) / np.linalg.norm(spin))
        if max(dots) < 1e-7:
            tangential.add(name)
        if min(dots) > 1 - 1e-7:
            radial.add(name)
        if min(dots[6:]) > 1 - 1e-7:
            basal_radial.add(name)
    if name not in central:
        entries = [a + b for i, a in enumerate("xyz")
                   for j, b in enumerate("xyz")
                   if len(tensors) and np.abs(tensors[:, i, j]).max() > 1e-8]
        print(f"{name}: {len(elements)}, {len(tensors)} "
              f"({round(scalar)}+{round(vector)}+"
              f"{round(total - scalar - vector)}), "
              f"{' '.join(entries) or 'none'}")

assert allowed == (set(proper) | set(mixed)) - {"Td", "C3h", "D3h"}
assert len(allowed) == 18
assert tangential == {"C3v", "C4v", "C6v"}
assert radial == {"T", "O"}
assert basal_radial == {"D3", "D4", "D6", "T", "O"}
print("groups allowing a linear term:", len(allowed), "of", len(groups))
print("tangential for every k:", *sorted(tangential))
print("radial for every k:", *sorted(radial))
print("radial for k in basal plane:", *sorted(basal_radial))

# Relations between the entries, checked as members of the solved spaces.
rashba = [[0, -1, 0], [1, 0, 0], [0, 0, 0]]
plane, axis_part = np.diag([1, 1, 0]), np.diag([0, 0, 1])
saddle, shear = np.diag([1, -1, 0]), [[0, 1, 0], [1, 0, 0], [0, 0, 0]]
forms = {"T": [E], "O": [E], "D2d": [saddle], "S4": [saddle, shear]}
for n in "346":
    forms["C" + n + "v"] = [rashba]
    forms["D" + n] = [plane, axis_part]
    forms["C" + n] = [rashba, plane, axis_part]
for name, matrices in forms.items():
    assert len(matrices) == len(tensors_of[name])
    assert all(in_span(tensors_of[name], m) for m in matrices)

# ---------- doublets and quartets outside the spin-half class ----------
quartet = len(linear_invariants(mixed["Td"], 1.5))
heavy = len(linear_invariants(mixed["D3h"], 1.5, [0, 3]))
assert quartet == 1 and heavy == 1
print("linear constants, Td J=3/2 quartet:", quartet,
      "; D3h +-3/2 doublet:", heavy)

# ---------- cubic terms where linear ones are forbidden ----------
symmetrizer = np.mean([np.eye(27).reshape(3, 3, 3, 27).transpose(*p, 3)
                       .reshape(27, 27) for p in permutations(range(3))],
                      axis=0)
cubic = {}
for name in ("Td", "D3h", "C3h"):
    average, characters = np.zeros((81, 81)), []
    for g in elements_of[name]:
        d = np.linalg.det(g)
        average += np.kron(np.kron(np.kron(g, g), g), d * g)
        t1, t2, t3 = [np.trace(np.linalg.matrix_power(g, n)) for n in (1, 2, 3)]
        characters.append((t1**3 + 3 * t1 * t2 + 2 * t3) / 6 * d * t1)
    average /= len(elements_of[name])
    count = np.trace(np.kron(symmetrizer, E) @ average)
    assert abs(count - np.mean(characters)) < 1e-8
    cubic[name] = round(count)
assert cubic["Td"] == 1 and min(cubic.values()) > 0
print("cubic constants:", ", ".join(f"{n} {c}" for n, c in cubic.items()))


def dresselhaus(k, kz_squared=None):
    """Cubic Td field; with kz_squared given, kz is averaged over a bound state."""
    x, y, z = k
    zz = z * z if kz_squared is None else kz_squared
    return np.array([x * (y * y - zz), y * (zz - x * x), z * (x * x - y * y)])


def covariance_error(g, k):
    U = spin_rotation(g, spin_matrices(0.5))
    left = U @ np.tensordot(dresselhaus(k), SIGMA, 1) @ U.conj().T
    return np.abs(left - np.tensordot(dresselhaus(g @ k), SIGMA, 1)).max()


k_test = np.array([0.3, 0.7, -0.4])
assert max(covariance_error(g, k_test) for g in elements_of["Td"]) < 1e-10
assert covariance_error(c4, k_test) > 1e-2

# ---------- microscopic zincblende lattice, lengths in lattice constants ----------
ANGULAR = np.zeros((3, 3, 3), dtype=complex)
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    ANGULAR[a, b, c], ANGULAR[a, c, b] = -1j, 1j
SPIN_ORBIT = sum(np.kron(ANGULAR[i], SIGMA[i]) for i in range(3))


def lattice_doublet(k, shape=(1, 1, 1), first_bond=1.0, lower=2):
    """Splitting (eV) and physical spin direction; lower=2 split-off, 8 conduction."""
    hopping = np.zeros((4, 4), dtype=complex)
    signs = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
    for n, sign in enumerate(signs):
        bond = sign * np.array(shape) / 4
        u = bond / np.linalg.norm(bond)
        t = np.zeros((4, 4))
        t[0, 0], t[0, 1:], t[1:, 0] = -1.7, 2.4 * u, -2.0 * u
        t[1:, 1:] = -0.75 * E + 3.75 * np.outer(u, u)
        hopping += (first_bond if n == 0 else 1) * t * np.exp(1j * (k @ bond))
    orbital = np.diag([-8, 1, 1, 1, -3, 4, 4, 4]).astype(complex)
    orbital[:4, 4:], orbital[4:, :4] = hopping, hopping.conj().T
    H = np.kron(orbital, np.eye(2))
    H[2:8, 2:8] += 0.4 * SPIN_ORBIT
    H[10:16, 10:16] += 0.1 * SPIN_ORBIT
    energy, states = np.linalg.eigh(H)
    v = states[:, lower + 1]
    spin = np.array([np.vdot(v, np.kron(np.eye(8), s) @ v).real for s in SIGMA])
    return energy[lower + 1] - energy[lower], spin / np.linalg.norm(spin)


def power(direction, size, **options):
    small = lattice_doublet(size * direction, **options)[0]
    large = lattice_doublet(2 * size * direction, **options)[0]
    return np.log2(large / small)


diagonal = np.array([1, 1, 0]) / np.sqrt(2)
td_conduction = power(diagonal, 0.02, lower=8)
td_splitoff = power(diagonal, 0.02)
assert abs(td_conduction - 3) < 0.05 and abs(td_splitoff - 3) < 0.05

across = (np.cos(0.4) * np.array([1, -1, 0]) / np.sqrt(2)
          + np.sin(0.4) * np.array([1, 1, -2]) / np.sqrt(6))
along = np.ones(3) / np.sqrt(3)
polar_power = power(across, 1e-3, first_bond=1.05)
polar_dot = abs(lattice_doublet(1e-3 * across, first_bond=1.05)[1] @ across)
assert abs(polar_power - 1) < 0.01 and polar_dot < 0.01
assert lattice_doublet(1e-3 * along, first_bond=1.05)[0] < 1e-11

d2d, d2 = (1, 1, 1.02), (1, 1.01, 1.02)
d2d_power = power(E[0], 1e-3, shape=d2d)
d2d_x = abs(lattice_doublet(1e-3 * E[0], shape=d2d)[1] @ E[0])
d2d_xy = abs(lattice_doublet(1e-3 * diagonal, shape=d2d)[1] @ diagonal)
assert abs(d2d_power - 1) < 0.01 and d2d_x > 0.999 and d2d_xy < 0.01
assert lattice_doublet(1e-3 * E[2], shape=d2d)[0] < 1e-11
d2_power = power(E[2], 1e-3, shape=d2)
assert abs(d2_power - 1) < 0.01
for direction in E:
    assert abs(lattice_doublet(1e-3 * direction, shape=d2)[1] @ direction) > 0.999
print(f"lattice power of k, Td conduction {td_conduction:.3f}, "
      f"Td split-off {td_splitoff:.3f}")
print(f"lattice power of k, C3v {polar_power:.3f}, D2d {d2d_power:.3f}, "
      f"D2 {d2_power:.3f}")
print(f"lattice |spin.k|, C3v {polar_dot:.4f}, D2d [100] {d2d_x:.4f}, "
      f"D2d [110] {d2d_xy:.4f}")

# p shell with coupling c k.L and spin-orbit term L.sigma; c|k| = 1e-4.
for _ in range(5):
    n = rng.normal(size=3)
    n /= np.linalg.norm(n)
    H = SPIN_ORBIT + 1e-4 * np.kron(np.tensordot(n, ANGULAR, 1), np.eye(2))
    energy, states = np.linalg.eigh(H)
    ratio = (energy[1] - energy[0]) / 1e-4
    v = states[:, 1]
    spin = np.array([np.vdot(v, np.kron(E, s) @ v).real for s in SIGMA])
    assert abs(ratio - 4 / 3) < 1e-3 and np.allclose(spin, -n / 3, atol=1e-3)
print(f"p-shell chiral model: splitting/(c k) {ratio:.4f}, "
      f"<sigma>.k/|k| {spin @ n:.4f}")

# ---------- quantum-well example, eV and nm ----------
mass, width, barrier, gap = 0.05, 10.0, 0.5, 0.8
gamma, alpha, density_cm2 = 0.027, 0.005, 1e12
field_coefficient, mobility_cm2, breakdown = 0.5, 5e4, 0.2
kinetic = const.hbar**2 / (2 * mass * const.m_e) / const.e * 1e18
kf = np.sqrt(2 * np.pi * density_cm2 * 1e-14)
fermi = kinetic * kf**2
gate_field = alpha / field_coefficient


def well(height, field=0.0):
    step = 0.05
    z = np.arange(-400, 401) * step
    V = np.where(np.abs(z) > width / 2 - 1e-9, height, 0.0)
    V = V + field * np.clip(z, -width / 2, width / 2)
    energy, states = eigh_tridiagonal(
        2 * kinetic / step**2 + V, np.full(len(z) - 1, -kinetic / step**2),
        select="i", select_range=(0, 1))
    return energy, (energy[0] - np.sum(V * states[:, 0]**2)) / kinetic


kz2 = (np.pi / width)**2
assert abs(well(1e6)[1] / kz2 - 1) < 0.01
beta = gamma * kz2
levels, kz2_finite = well(barrier)
levels_tilted, kz2_tilted = well(barrier, gate_field)

A_well = np.array([[-beta, -alpha, 0], [alpha, beta, 0], [0, 0, 0]])
swap = np.array([[0., 1, 0], [1, 0, 0], [0, 0, 1]])
assert in_span(linear_invariants([c2, swap])[:, :, 1:], A_well)


def well_state(phi, with_cubic):
    k = kf * np.array([np.cos(phi), np.sin(phi), 0])
    b = k @ A_well
    if with_cubic:
        b = alpha * np.array([k[1], -k[0], 0]) + gamma * dresselhaus(k, kz2)
    energy, states = np.linalg.eigh(np.tensordot(b, SIGMA, 1))
    v = states[:, 1]
    spin = np.array([np.vdot(v, s @ v).real for s in SIGMA])
    angle = np.degrees(np.arccos(np.clip(spin @ k / kf, -1, 1)))
    return 1e3 * (energy[1] - energy[0]), angle


for phi in np.linspace(0, np.pi, 9):
    formula = 2e3 * kf * np.sqrt(alpha**2 + beta**2
                                 - 2 * alpha * beta * np.sin(2 * phi))
    assert abs(well_state(phi, False)[0] - formula) < 1e-9
low, high = well_state(np.pi / 4, False)[0], well_state(-np.pi / 4, False)[0]
low3, high3 = well_state(np.pi / 4, True)[0], well_state(-np.pi / 4, True)[0]


def model_angle(A, k):
    v = np.linalg.eigh(np.tensordot(k @ np.array(A), SIGMA, 1))[1][:, 1]
    spin = np.array([np.vdot(v, s @ v).real for s in SIGMA])
    return np.degrees(np.arccos(np.clip(spin @ k / np.linalg.norm(k), -1, 1)))


tilted_k = np.array([1, 0, 1]) / np.sqrt(2)
d4_constants = (5.0, 2.0)
d4_angle = model_angle(np.diag([d4_constants[0]] * 2 + [d4_constants[1]]), tilted_k)
speed = np.sqrt(gap * kinetic)
action = quad(lambda e: 2 * np.sqrt(max(gap**2 / 4 - e * e, 0))
              / (speed * gate_field), -gap / 2, gap / 2)[0]
assert abs(action / (np.pi * gap**2 / (4 * speed * gate_field)) - 1) < 1e-6
broadening = 1e3 * const.hbar / (mass * const.m_e * mobility_cm2 * 1e-4)
thermal = [1e3 * const.k * T / const.e for T in (4, 300)]
mass_ratio = 1 + 2 * (levels[0] + fermi) / gap

print(f"inputs: mass {mass} m0, width {width} nm, barrier {barrier} eV, gap {gap} eV")
print(f"inputs: gamma {1e3*gamma:.1f} meV nm^3, alpha {1e3*alpha:.1f} meV nm, "
      f"density {density_cm2:.0e} cm^-2")
print(f"inputs: alpha/field {field_coefficient} e nm^2, "
      f"mobility {mobility_cm2:.0f} cm2/Vs")
print(f"Fermi wavevector {kf:.4f} nm^-1, Fermi energy {1e3*fermi:.1f} meV")
print(f"hard-wall <kz^2> {kz2:.4f} nm^-2, beta {1e3*beta:.3f} meV nm")
print(f"linear splitting [110] {low:.3f} meV, [1-10] {high:.3f} meV")
print(f"with cubic term [110] {low3:.3f} meV, [1-10] {high3:.3f} meV")
print(f"upper-state spin angle to k: [100] {well_state(0, False)[1]:.1f} deg, "
      f"[110] {well_state(np.pi/4, False)[1]:.1f} deg")
print(f"alpha-only or equal chiral constant: splitting {2e3*alpha*kf:.3f} meV")
print(f"spin angle to k=[100]: polar {model_angle(rashba, E[0]):.1f} deg, "
      f"cubic chiral {model_angle(E, E[0]):.1f} deg")
print(f"D4 constants {d4_constants} meV nm, k 45 deg off axis: "
      f"spin angle {d4_angle:.1f} deg")
print(f"beta, finite barrier {1e3*gamma*kz2_finite:.3f} meV nm, "
      f"with gate field {1e3*gamma*kz2_tilted:.3f} meV nm")
print(f"finite-well subband spacing {1e3*(levels[1]-levels[0]):.1f} meV, "
      f"with field {1e3*(levels_tilted[1]-levels_tilted[0]):.1f} meV")
print(f"nonparabolic mass ratio at Fermi level {mass_ratio:.3f}")
print(f"broadening hbar/tau {broadening:.3f} meV")
print(f"thermal energy 4 K {thermal[0]:.3f} meV, 300 K {thermal[1]:.2f} meV")
print(f"gate field {10*gate_field:.3f} MV/cm, rough breakdown {breakdown} MV/cm")
print(f"field drop across well {1e3*gate_field*width:.0f} meV, "
      f"interband tunnelling exponent {action:.1f}")
print("success")
```

Running it gives:

```
group: order, constants (scalar+vector+traceless), entries k_i sigma_j
C1: 1, 9 (1+3+5), xx xy xz yx yy yz zx zy zz
C2: 2, 5 (1+1+3), xx xy yx yy zz
C3: 3, 3 (1+1+1), xx xy yx yy zz
C4: 4, 3 (1+1+1), xx xy yx yy zz
C6: 6, 3 (1+1+1), xx xy yx yy zz
D2: 4, 3 (1+0+2), xx yy zz
D3: 6, 2 (1+0+1), xx yy zz
D4: 8, 2 (1+0+1), xx yy zz
D6: 12, 2 (1+0+1), xx yy zz
T: 12, 1 (1+0+0), xx yy zz
O: 24, 1 (1+0+0), xx yy zz
Cs: 2, 4 (0+2+2), xz yz zx zy
C2v: 4, 2 (0+1+1), xy yx
C3v: 6, 1 (0+1+0), xy yx
C4v: 8, 1 (0+1+0), xy yx
C6v: 12, 1 (0+1+0), xy yx
S4: 4, 2 (0+0+2), xx xy yx yy
D2d: 8, 1 (0+0+1), xx yy
C3h: 6, 0 (0+0+0), none
D3h: 12, 0 (0+0+0), none
Td: 24, 0 (0+0+0), none
groups allowing a linear term: 18 of 32
tangential for every k: C3v C4v C6v
radial for every k: O T
radial for k in basal plane: D3 D4 D6 O T
linear constants, Td J=3/2 quartet: 1 ; D3h +-3/2 doublet: 1
cubic constants: Td 1, D3h 2, C3h 4
lattice power of k, Td conduction 2.997, Td split-off 3.000
lattice power of k, C3v 1.000, D2d 1.000, D2 1.000
lattice |spin.k|, C3v 0.0000, D2d [100] 1.0000, D2d [110] 0.0000
p-shell chiral model: splitting/(c k) 1.3333, <sigma>.k/|k| -0.3333
inputs: mass 0.05 m0, width 10.0 nm, barrier 0.5 eV, gap 0.8 eV
inputs: gamma 27.0 meV nm^3, alpha 5.0 meV nm, density 1e+12 cm^-2
inputs: alpha/field 0.5 e nm^2, mobility 50000 cm2/Vs
Fermi wavevector 0.2507 nm^-1, Fermi energy 47.9 meV
hard-wall <kz^2> 0.0987 nm^-2, beta 2.665 meV nm
linear splitting [110] 1.171 meV, [1-10] 3.843 meV
with cubic term [110] 1.596 meV, [1-10] 3.417 meV
upper-state spin angle to k: [100] 118.1 deg, [110] 90.0 deg
alpha-only or equal chiral constant: splitting 2.507 meV
spin angle to k=[100]: polar 90.0 deg, cubic chiral 0.0 deg
D4 constants (5.0, 2.0) meV nm, k 45 deg off axis: spin angle 23.2 deg
beta, finite barrier 1.361 meV nm, with gate field 1.426 meV nm
finite-well subband spacing 140.8 meV, with field 145.0 meV
nonparabolic mass ratio at Fermi level 1.241
broadening hbar/tau 0.463 meV
thermal energy 4 K 0.345 meV, 300 K 25.85 meV
gate field 0.100 MV/cm, rough breakdown 0.2 MV/cm
field drop across well 100 meV, interband tunnelling exponent 64.4
success
```
